# Where the Cole-Davidson loss peak lies, and why it moves

## Question

I am modelling the dielectric loss of a moist polymer film used as an interlayer dielectric. The relaxation is described by the Cole-Davidson function

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{D}{(1+i\omega\tau)^b},
$$

and I want to get $\tau$ from the frequency of the loss maximum. For a Debye relaxation, $b=1$, I know that the maximum is at $\omega\tau=1$, and I assumed that the exponent would only change the shape of the peak. But when I plot the loss for $b=0.5$, the maximum sits near $\omega\tau=1.7$.

I was told that the general position is $\omega\tau=\tan[\pi/(2b+2)]$. Differentiating with respect to $\omega$ gives me a tangle of powers and arctangents, and I cannot get there. How is this derived, is it the only maximum, and why does the peak move up rather than down? Also, how wrong is my $\tau$ if I keep using $\omega\tau=1$?

## Answer

The tangle disappears if you use the phase angle of $1+i\omega\tau$ as the variable instead of the frequency.

### Conventions

I take $D>0$, $\tau>0$ and $0<b\le 1$, all independent of frequency, at a fixed temperature. Fields vary as $e^{+i\omega t}$, so the permittivity is written $\varepsilon=\varepsilon'-i\varepsilon''$ with $\varepsilon''>0$ for a lossy material. The power $b$ means the principal branch, which tends to 1 as $\omega\to0$. "Loss" means $\varepsilon''$; the loss tangent $\varepsilon''/\varepsilon'$ has a different maximum, treated below.

### The loss in terms of an angle

Let $x=\omega\tau=\tan\phi$, with $0<\phi<\pi/2$. Then

$$
1+ix=1+i\,\frac{\sin\phi}{\cos\phi}=\frac{\cos\phi+i\sin\phi}{\cos\phi}=\frac{e^{i\phi}}{\cos\phi}.
$$

Raising this to the power $-b$ gives

$$
(1+ix)^{-b}=\cos^b\!\phi\;e^{-ib\phi}=\cos^b\!\phi\,[\cos(b\phi)-i\sin(b\phi)].
$$

Comparison with $\varepsilon'-i\varepsilon''$ yields

$$
\varepsilon'-\varepsilon_\infty=D\cos^b\!\phi\,\cos(b\phi),\qquad
\varepsilon''=D\cos^b\!\phi\,\sin(b\phi).
$$

The loss is a product of a falling factor, $\cos^b\phi$, and a rising one, $\sin(b\phi)$. It vanishes at both ends of the frequency range.

### The maximum, and why there is one

Since $d\phi/d\omega=\tau\cos^2\phi>0$, the angle increases steadily with frequency, so maxima in $\phi$ and in $\omega$ coincide. The product rule gives

$$
\frac{d\varepsilon''}{d\phi}=D\left[-b\cos^{b-1}\!\phi\,\sin\phi\,\sin(b\phi)+b\cos^b\!\phi\,\cos(b\phi)\right].
$$

Take out the common factor $b\cos^{b-1}\phi$:

$$
\frac{d\varepsilon''}{d\phi}=Db\cos^{b-1}\!\phi\,[\cos\phi\cos(b\phi)-\sin\phi\sin(b\phi)].
$$

The bracket is the cosine of a sum, so

$$
\frac{d\varepsilon''}{d\phi}=Db\cos^{b-1}\!\phi\;\cos[(b+1)\phi].
$$

The prefactor is positive, and the sign is that of the last cosine. As $\phi$ goes from 0 to $\pi/2$, its argument goes from 0 to $(b+1)\pi/2$. That end value is greater than $\pi/2$ because $b>0$, and no greater than $\pi$ because $b\le1$. The cosine therefore changes sign once, from plus to minus, where $(b+1)\phi=\pi/2$. The loss rises up to that point and falls after it, so this is the only maximum:

$$
\phi_m=\frac{\pi}{2b+2},\qquad
\boxed{\;\omega_m\tau=\tan\frac{\pi}{2b+2}\;}
$$

For $b=1$ the angle is $\pi/4$ and $\omega_m\tau=1$, the Debye result. For $b=0.5$ the denominator is 3, so

$$
\phi_m=\frac{\pi}{3}=60^\circ,\qquad \omega_m\tau=\tan60^\circ=\sqrt3\approx1.732.
$$

This is the maximum in your plot.

### The case b = 0.5 by plain algebra

For this exponent you can avoid the general formula. Let $r=\sqrt{1+x^2}$, so that $\cos\phi=1/r$. With $\sin^2(\phi/2)=(1-\cos\phi)/2$,

$$
\left(\frac{\varepsilon''}{D}\right)^2=\cos\phi\,\sin^2\frac{\phi}{2}
=\frac1r\cdot\frac12\left(1-\frac1r\right)=\frac{r-1}{2r^2}.
$$

Its derivative is

$$
\frac{d}{dr}\,\frac{r-1}{2r^2}=\frac{r^2-2r(r-1)}{2r^4}=\frac{2-r}{2r^3},
$$

which is positive below $r=2$ and negative above. Hence $1+x^2=4$ and $x=\sqrt3$. The squared height is $(2-1)/8=1/8$, so the peak loss is $D/(2\sqrt2)$.

### Height of the peak and the limit of small b

At the maximum $(b+1)\phi_m=\pi/2$, so $b\phi_m=\pi/2-\phi_m$. Therefore $\sin(b\phi_m)=\cos\phi_m$ and $\cos(b\phi_m)=\sin\phi_m$, which gives

$$
\varepsilon''_m=D\cos^{b+1}\!\phi_m,\qquad
\frac{\varepsilon'_m-\varepsilon_\infty}{\varepsilon''_m}=\tan\phi_m=\omega_m\tau .
$$

With $D$ and $\tau$ held fixed, these formulas give:

| $b$ | $\omega_m\tau$ | $\varepsilon''_m/D$ |
|---|---|---|
| 1.0 | 1.000 | 0.500 |
| 0.8 | 1.192 | 0.451 |
| 0.5 | 1.732 | 0.354 |
| 0.3 | 2.637 | 0.260 |
| 0.1 | 6.955 | 0.117 |

For very small $b$, write $\phi_m=\pi/2-\delta$ with $\delta=\pi b/(2b+2)\approx\pi b/2$. Then $\omega_m\tau=\cot\delta\approx2/(\pi b)$, which grows without bound, while the height $D(\sin\delta)^{b+1}$ tends to zero as $D\pi b/2$. This makes sense: at any fixed frequency $(1+ix)^{-b}\to1$ as $b\to0$, so the term becomes a constant without loss.

### Why the peak moves up

For $0<b<1$ the Cole-Davidson function can be written as a mixture of Debye responses whose relaxation times are $u\tau$, with $0<u<1$:

$$
(1+ix)^{-b}=\int_0^1 \frac{g(u)}{1+ixu}\,du,\qquad
g(u)=\frac{\sin\pi b}{\pi}\,u^{b-1}(1-u)^{-b}.
$$

To prove this, first take $|x|<1$ and expand $1/(1+ixu)=\sum_n(-ix)^nu^n$. Each term needs a beta integral:

$$
\int_0^1u^{b+n-1}(1-u)^{-b}\,du=\frac{\Gamma(b+n)\,\Gamma(1-b)}{n!}.
$$

Since $\Gamma(b)\Gamma(1-b)=\pi/\sin\pi b$, multiplying by $\sin(\pi b)/\pi$ leaves

$$
\frac{\Gamma(b+n)}{\Gamma(b)\,n!}=\frac{b(b+1)\cdots(b+n-1)}{n!}.
$$

These are the coefficients of $(-ix)^n$ in the binomial series of $(1+ix)^{-b}$, so the two sides agree for $|x|<1$. As functions of complex $x$, both are analytic except where $1+ixu=0$ for some $u$ between 0 and 1, which happens on the imaginary axis at $x=is$ with $s\ge1$. The real axis avoids that cut, so the identity continues to all real $x$.

The weight $g$ is positive, and the $n=0$ term shows that it integrates to 1. Now look at one member of the mixture. With $s=xu$, its loss is $s/(1+s^2)$, and its slope on a logarithmic frequency scale is

$$
\frac{d}{d\ln x}\,\frac{s}{1+s^2}=\frac{s(1-s^2)}{(1+s^2)^2}.
$$

At $x=1$ every member has $s=u<1$, so every slope is positive. The total loss is still rising at $\omega\tau=1$, and its single maximum must lie higher.

So $\tau$ in this function is the upper edge of the distribution of times, not its centre. The $n=1$ coefficient gives the mean value of $u$ as $b$, so the mean relaxation time is $b\tau$. The mixture is a mathematical identity; by itself it does not prove that the material contains separate groups of dipoles with these times.

### Numbers for an interlayer film

Take a moist polyimide-like film at 300 K with the rough parameters $\varepsilon_\infty=3.0$, $D=0.30$, $\tau=100$ ns and $b=0.5$. The loss maximum is at

$$
\omega_m=\frac{1.732}{100\ \text{ns}}=1.732\times10^7\ \text{rad/s},\qquad
f_m=\frac{\omega_m}{2\pi}=2.76\ \text{MHz}.
$$

A Debye relaxation with the same $\tau$ would peak at 1.59 MHz. The peak loss is

$$
\varepsilon''_m=\frac{0.30}{2\sqrt2}=0.106,
$$

compared with $0.30/2=0.150$ for Debye with the same $D$. The real part there is $\varepsilon'_m=3.0+\sqrt3\times0.1061=3.184$, so the loss tangent is $0.1061/3.184=0.0333$.

If you read this peak as $\omega_m\tau=1$, you get $\tau=1/\omega_m=57.7$ ns, which is 42% below the true 100 ns. The peak frequency alone cannot repair this, because it fixes only a combination of $\tau$ and $b$. You need the shape too. Far above the peak $\phi\to\pi/2$ and $\cos\phi\approx1/x$, so for $b<1$

$$
\varepsilon''\approx D\sin\!\left(\frac{\pi b}{2}\right)(\omega\tau)^{-b}.
$$

The slope of $\log\varepsilon''$ against $\log\omega$ tends to $-b$, but slowly: for $b=0.5$ it is $-0.36$ at $\omega\tau=5$, $-0.44$ at 10, $-0.48$ at 30 and $-0.495$ at 100, so fit the full form unless your data reach far above the peak. With $b$ known, use $\tau=\tan[\pi/(2b+2)]/\omega_m$.

Check also which quantity your instrument plots. The real part falls with frequency, since differentiating it as before gives

$$
\frac{d\varepsilon'}{d\phi}=-Db\cos^{b-1}\!\phi\,\sin[(b+1)\phi]<0 .
$$

Up to and including the loss maximum, $\varepsilon''$ does not fall while $\varepsilon'$ does, so $\varepsilon''/\varepsilon'$ is still rising. Its maximum lies higher, at a place that depends on $\varepsilon_\infty$ and $D$. A numerical search for the present parameters puts it at $\omega\tau=1.82$, about 5% above the loss maximum. The top is so flat that the loss tangent is 0.0333 at both places.

### How far a real film departs from this

The parameters describe a plausible humid film, not a particular product. A loss tangent of 0.03 is high for a polyimide, and a well-dried film should lie well below it. The value $b=0.5$ was chosen for the exercise. Secondary relaxations in polymers are often broadened on both sides of the peak, which the Cole-Davidson form does not allow. The Havriliak-Negami form, $D/[1+(i\omega\tau)^a]^b$, includes such broadening through $a<1$. For $a=0.8$, with $b$ and $\tau$ unchanged, a numerical search gives the maximum at $\omega\tau=2.12$, a shift of 23% from $\sqrt3$. Using $\sqrt3$ for such data would make $\tau$ too small by $1-1.732/2.124$, or about 18%. That figure applies if $b=0.5$ is inserted. The slope far above the peak is here $-ab=-0.4$, and taking $0.4$ as the Cole-Davidson exponent gives $\tan(\pi/2.8)=2.08$, which makes $\tau$ too small by only about 2%. Other values of $a$ and $b$ give other errors.

Temperature moves the peak in hertz much more. If $\tau\propto\exp(E/k_BT)$ with a rough activation energy $E=0.5$ eV, warming from 300 K to 358 K multiplies the peak frequency by

$$
\exp\!\left[\frac{E}{k_B}\left(\frac1{300\ \text{K}}-\frac1{358\ \text{K}}\right)\right]=23,
$$

which takes it to 63 MHz. This assumes that $b$ and the water content stay the same. The value of $\omega_m\tau$ is then still $\sqrt3$; it is $\tau$ that has changed.

At 300 K a small contact resistance barely moves the peak, but it can spoil the high-frequency slope. For a capacitor 100 µm square and 100 nm thick, let $C_0$ be its capacitance with the film replaced by vacuum. A series resistance $R$ turns the measured permittivity into

$$
\varepsilon_{\text{app}}=\frac{\varepsilon}{1+i\omega RC_0\varepsilon}
\approx\varepsilon-i\omega RC_0\varepsilon^2 .
$$

The extra loss is $\omega RC_0(\varepsilon'^2-\varepsilon''^2)$. It grows nearly in proportion to $\omega$, because $\varepsilon'$ varies only between 3.3 and 3.0, and so it pushes the relaxation peak, now only a local maximum of the apparent loss, slightly up. With $R=10\ \Omega$, a numerical search using the full expression gives a shift of 2.6%. The high-frequency side suffers much more. At $\omega\tau=10$ the slope of $\log\varepsilon''$ against $\log\omega$ is $-0.28$ instead of $-0.44$, and beyond a minimum near $\omega\tau=25$, or 39 MHz, the apparent loss rises again. Between the peak and this minimum the slope is never steeper than about $-0.31$, so the limiting value $-b=-0.5$ cannot be read there unless the series resistance is first removed from the data. The small shift holds only while $R$ and the peak frequency are low: at 300 K, $50\ \Omega$ moves the peak to $\omega\tau=2.02$, a shift of 16%, and with $100\ \Omega$, or with $10\ \Omega$ on the film at 358 K, the relaxation no longer gives a local maximum of the apparent loss at all.

Two other effects are negligible for these numbers:

- **Conduction.** A direct-current conductivity $\sigma=10^{-14}$ S/cm adds $\sigma/(\omega\varepsilon_0)=6.5\times10^{-9}$ to $\varepsilon''$ at the peak. Because this term varies as $1/\omega$, it matters more at low frequency.
- **Strong fields.** One volt across the film is 0.10 MV/cm. For a free dipole of 1.85 debye, roughly that of a water molecule, the ratio $y$ of dipole energy to $k_BT$ is 0.015. The mean orientation is the Langevin function $\coth y-1/y\approx(y/3)(1-y^2/15)$, so the response falls short of linear by $y^2/15$, or 0.0015%. This estimate leaves out the difference between the local and the applied field.

For your film, then, first correct the data for series resistance and subtract any conduction term, which can dominate at low frequency. Then determine $b$ from the high-frequency side, and see whether the low-frequency side follows the Cole-Davidson form, for which $\phi\approx x$ gives $\varepsilon''\approx Db\,\omega\tau$. This needs $\omega\tau$ of about 0.1 or less: for $b=0.5$ the logarithmic slope is 0.99 at $\omega\tau=0.1$ but only 0.90 at 0.3. If the corrected loss rises more slowly than in proportion to $\omega$ even at such low frequencies, symmetric broadening is a likely reason. In the Havriliak-Negami form the high-frequency slope is then $-ab$ rather than $-b$, and the factor $\sqrt3$ should not be used to extract $\tau$.

All numerical values are calculated from the stated model.
